\section*{Frequency-Dependent Gärtner Photocurrent and the 45-Degree Diffusion Lag, part 2}

Light modulated as $e^{i\omega t}$, with $\omega=2\pi f$, enters an n-type semiconductor electrode from the electrolyte side. We seek the phase of the resulting photocurrent. The depletion layer occupies $0<x<W$, with the neutral region beyond it. The modulated photon flux entering the solid has amplitude $\phi$, and $\alpha$ is the absorption coefficient. Holes have density amplitude $p$, diffusivity $D$, lifetime $\tau$ and static diffusion length $L=\sqrt{D\tau}$; also $\ell=\sqrt{D/\omega}$. The modulated photocurrent density is $j$, positive for holes moving towards the electrolyte, and $q>0$ is the elementary charge. A lag is minus the phase.

The model takes $p(W)=0$, fixed $W$, and fast, lossless transit and transfer of holes that reach the depletion layer. Without series resistance, the response $Y=j/(q\phi)$ is
\begin{equation}
Y=1-e^{-\alpha W}+N,\qquad
N=e^{-\alpha W}\frac{\alpha L_\omega}{1+\alpha L_\omega},\qquad
L_\omega=\frac{L}{\sqrt{1+i\omega\tau}}.
\label{eq:carry}
\end{equation}
$N$ is the neutral-region part and $1-e^{-\alpha W}$ the depletion-layer part.

A hole created at $t=0$, at depth $z_0$ inside the neutral region, arrives at the depletion edge at the rate
\begin{equation}
r(z_0,t)=\frac{z_0}{\sqrt{4\pi Dt^3}}\,
\exp\left(-\frac{z_0^2}{4Dt}-\frac{t}{\tau}\right).
\label{eq:arrival}
\end{equation}
Its transform is taken with $\int_0^\infty\dots e^{-i\omega t}dt$.

Seen from the neutral region, the depletion layer acts as a perfect sink at
\begin{equation}
x_0=L_D\sqrt{2\left(u_0+e^{-u_0}-1\right)}\equiv W.
\label{eq:width}
\end{equation}
Here $u_0$ is the surface band bending in units of $k_BT$, $V=u_0k_BT/q$ is the same bending in volts, and the Debye length $L_D$ obeys $L_D^2=\varepsilon k_BT/(q^2N_d)$, with permittivity $\varepsilon$ and donor density $N_d$.

The formulas are tested against a finite-volume solution of the hole balance, which does not use the exponential solution. The silicon example has $T=300$ K, relative permittivity 11.7, $N_d=10^{15}\,\mathrm{cm^{-3}}$, hole mobility $450\,\mathrm{cm^2/Vs}$, $D=11.63\,\mathrm{cm^2/s}$, $\tau=10\,\mu$s, $\alpha=100\,\mathrm{cm^{-1}}$ and band bending 1 V.

\subsection{The neutral lag rises towards 45 degrees}

Write $\sqrt{1+i\omega\tau}=a+ib$ with $a,b\ge0$. Squaring gives $a^2-b^2=1$ and $2ab=\omega\tau$. Inserting $L_\omega=L/(a+ib)$ in \eqref{eq:carry} and multiplying numerator and denominator by $a+ib$,
\begin{equation}
N=e^{-\alpha W}\frac{\alpha L}{\alpha L+a+ib}.
\end{equation}
The numerator is real and positive, so the lag $\theta$ is the argument of the denominator:
\begin{equation}
\tan\theta=\frac{b}{\alpha L+a}.
\label{eq:tan}
\end{equation}
Because $b<a$ and $\alpha L>0$, the right side is below one and $\theta<45^\circ$ at every finite frequency.

To show that the lag rises steadily, put $a=\cosh v$ and $b=\sinh v$, which satisfies $a^2-b^2=1$. Then $\sinh2v=\omega\tau$, and $v$ grows with $\omega$. Differentiating \eqref{eq:tan},
\begin{equation}
\frac{d\tan\theta}{dv}
=\frac{\cosh v(\alpha L+\cosh v)-\sinh^2v}{(\alpha L+\cosh v)^2}
=\frac{1+\alpha L\cosh v}{(\alpha L+\cosh v)^2}>0.
\end{equation}
As $v\to\infty$ at fixed $\alpha L$, $\tan\theta\to1$. Within this model, the neutral contribution therefore approaches a $45^\circ$ lag from below.

At low frequency, $L_\omega\simeq L(1-i\omega\tau/2)$. A small relative change of $L_\omega$ changes $N$ by that relative amount divided by $1+\alpha L$, so
\begin{equation}
\theta\simeq\frac{\omega\tau}{2(1+\alpha L)},\qquad\omega\tau\ll1.
\end{equation}

\subsection{How high the frequency must be}

For $\omega\tau\gg1$, $a\simeq b\simeq\sqrt{\omega\tau/2}$. Equation \eqref{eq:tan} becomes
\begin{equation}
\tan\theta\simeq\frac1{1+\eta},\qquad
\eta=\alpha L\sqrt{\frac{2}{\omega\tau}}=\alpha\sqrt{\frac{2D}{\omega}}.
\end{equation}
When $\eta$ is also small, $\arctan[1/(1+\eta)]\simeq\pi/4-\eta/2$, and
\begin{equation}
\theta\simeq\frac\pi4-\alpha\sqrt{\frac{D}{2\omega}},\qquad
N\simeq e^{-\alpha W}\alpha\sqrt{\frac D\omega}\,e^{-i\pi/4}.
\label{eq:high}
\end{equation}
Two conditions are needed: $\omega\gg1/\tau$ and $\omega\gg\alpha^2D$. The second says that the modulation must be fast compared with diffusion across the absorption depth $1/\alpha$. If $\omega\tau\gg1$ but $\omega\ll\alpha^2D$, then $|\alpha L_\omega|\gg1$ and $N\simeq e^{-\alpha W}[1-1/(\alpha L_\omega)]$. Its lag, about $\sqrt{\omega/(2\alpha^2D)}$, is small: the holes are born so near the edge that they arrive almost in phase.

Both regimes were tested with the finite-volume solution, at the $D$ and $\tau$ of the example. For $\alpha=100\,\mathrm{cm^{-1}}$ and 185.2 MHz, where $\alpha\ell=0.01$, it gave a lag of $44.595^\circ$, and \eqref{eq:high} gives the same value. For $\alpha=10^4\,\mathrm{cm^{-1}}$ and $\omega\tau=100$ the lag was $3.50^\circ$.

The time domain explains the angle. For $t\ll\tau$ and $\alpha\sqrt{Dt}\ll1$, generation is nearly uniform over the depth from which holes can arrive. Averaging the arrival rate \eqref{eq:arrival} over depth then gives
\begin{equation}
\alpha e^{-\alpha W}\int_0^\infty\frac{z_0\,e^{-z_0^2/4Dt}}{\sqrt{4\pi Dt^3}}\,dz_0
=\alpha e^{-\alpha W}\sqrt{\frac{D}{\pi t}},
\end{equation}
since the integral of $z_0e^{-z_0^2/4Dt}$ is $2Dt$. The transform of $t^{-1/2}$ is $\sqrt{\pi/(i\omega)}$, which returns \eqref{eq:high}. The inverse-square-root decay in time, the inverse-square-root fall with frequency and the $45^\circ$ lag are one property.

In this regime $N$ contains $\alpha^2D$ but not $\tau$. Data taken there cannot yield the lifetime; that information lies near and below $\omega\tau=1$.

\subsection{The total current does not keep the lag}

The depletion-layer part is real and independent of frequency, while $N$ falls. For any $W>0$, $Y$ tends to $1-e^{-\alpha W}$ and its lag returns to zero within the model. A lag close to $45^\circ$ can occur in $Y$ only in an intermediate window.

To describe it, take $\alpha W\ll1$, $\omega\tau\gg1$, $\alpha\ell\ll1$ and $W\ll\ell$. Then $L_\omega\simeq\ell e^{-i\pi/4}$, and to first order in the small ratios
\begin{align}
Y&\simeq\alpha W+\alpha\ell e^{-i\pi/4}\left(1-\alpha\ell e^{-i\pi/4}\right)\notag\\
&=\alpha\ell e^{-i\pi/4}\left(1-\alpha\ell e^{-i\pi/4}+\frac W\ell e^{i\pi/4}\right).
\end{align}
The imaginary part of the last bracket is $(\alpha\ell+W/\ell)/\sqrt2$. It is a phase advance, so
\begin{equation}
\text{lag of }Y\simeq\frac\pi4-\frac1{\sqrt2}\left(\alpha\ell+\frac W\ell\right).
\end{equation}
The sum is smallest when its two terms are equal, that is $\ell^2=W/\alpha$. This gives the largest lag and its frequency:
\begin{equation}
\theta_{\max}\simeq\frac\pi4-\sqrt{2\alpha W},\qquad
\omega_{\max}\simeq\frac{\alpha D}{W}.
\label{eq:peak}
\end{equation}
The law also needs $\omega_{\max}\tau\gg1$, with the recombination correction $1/(2\omega_{\max}\tau)$ small beside $\sqrt{2\alpha W}$. That correction comes from $(a-b)/b\simeq1/(\omega\tau)$ in \eqref{eq:tan}. A numerical maximization at $\alpha W=10^{-6}$ and $\tau=10^3$ s, a limiting case and no device, confirmed the phase deficit within the set tolerance of 1 percent and the frequency within 2 percent.

\subsection{Series resistance}

Let $C$ be the depletion capacitance and $R$ the series resistance, both referred to unit area. At fixed applied voltage, an external current $j$ lowers the reverse bias of the junction by $jR$. The capacitive current is then $-i\omega CRj$, and
\begin{equation}
j=q\phi Y-i\omega RCj\quad\Longrightarrow\quad
j=\frac{q\phi Y}{1+i\omega RC}.
\label{eq:rc}
\end{equation}
The small response of the steady photocurrent to the changing $W$ is left out. For $u_0\gg1$ the depletion charge is $Q=qN_dW$, and $Q^2=2\varepsilon qN_d(V-k_BT/q)$. Differentiation gives $C=dQ/dV=\varepsilon qN_d/Q=\varepsilon/W$.

The filter adds $\arctan(\omega RC)$ to the lag, up to $90^\circ$. A measured lag above $45^\circ$ is thus no contradiction of the diffusion result. Where this circuit describes the cell and surface recombination is negligible, multiplying the measured response by $1+i\omega RC$, with independently measured $R$ and $C$, recovers $Y$.

\subsection{Worked example}

The parameters are rough typical values for an n-type silicon photoanode at 300 K in contact with a fast redox couple, under light near 980 nm: relative permittivity 11.7, $N_d=10^{15}\,\mathrm{cm^{-3}}$, hole mobility $450\,\mathrm{cm^2/Vs}$, $\tau=10\,\mu$s, $\alpha=100\,\mathrm{cm^{-1}}$ and band bending 1 V. This bending requires reverse bias: in equilibrium at this doping, it would put the Fermi level below the valence-band edge at the surface. The redox level is assumed to lie at least about 0.3 eV above that edge, so that surface holes add little charge.

With $k_BT/q=25.852$ mV, $D=450\times0.025852=11.63\,\mathrm{cm^2/s}$ and $L=\sqrt{D\tau}=107.9\,\mu$m. The Debye length is 129.3 nm and $u_0=38.68$, so \eqref{eq:width} gives $W=129.3\sqrt{2\times37.68}$ nm $=1.122\,\mu$m. Hence $\alpha L=1.079$ and $\alpha W=0.0112$. The two corner frequencies, $1/(2\pi\tau)=15.9$ kHz and $\alpha^2D/(2\pi)=18.5$ kHz, lie close together. In the static limit,
\begin{equation}
N(0)=0.9888\times\frac{1.0786}{2.0786}=0.513,\qquad Y(0)=0.513+0.011=0.524.
\end{equation}

At 1 MHz, $\omega\tau=62.83$, which gives $a=5.650$ and $b=5.561$. Equation \eqref{eq:tan} yields $\tan\theta=5.561/6.729=0.826$ and $\theta=39.6^\circ$. With $|N|=0.1222$,
\begin{equation}
Y=0.0112+(0.0942-0.0778i)=0.1054-0.0778i,
\end{equation}
a magnitude of 0.131 and a lag of $36.5^\circ$. The depletion layer supplies about 1 percent of the photons as holes, yet removes $3^\circ$ of lag, because $N$ has already fallen. The dependence on frequency is as follows.

\begin{center}
\begin{tabular}{rrrr}
$f$ & lag of $N$ & lag of $Y$ & lag of $RC$ filter\\
10 kHz & $8.1^\circ$ & $7.9^\circ$ & $0.1^\circ$\\
100 kHz & $28.6^\circ$ & $27.7^\circ$ & $0.7^\circ$\\
1 MHz & $39.6^\circ$ & $36.5^\circ$ & $6.6^\circ$\\
10 MHz & $43.3^\circ$ & $34.5^\circ$ & $49.2^\circ$\\
100 MHz & $44.4^\circ$ & $24.3^\circ$ & $85.1^\circ$
\end{tabular}
\end{center}

The lag of $Y$ peaks at $36.8^\circ$ near 1.9 MHz. The leading law \eqref{eq:peak} gives $36.4^\circ$ at 1.65 MHz; it omits terms of order $\alpha W$, here $0.6^\circ$, and the recombination correction $1/(2\omega_{\max}\tau)$, here $0.3^\circ$ and of opposite sign.

The last column uses $R=2\,\Omega\,\mathrm{cm^2}$ and $C=\varepsilon/W=9.23\,\mathrm{nF/cm^2}$, so $RC=18.5$ ns. At 1 MHz the unfiltered and filter lags add to $36.46^\circ+6.62^\circ=43.1^\circ$. This nearness to $45^\circ$ is accidental, as the $84^\circ$ sum at 10 MHz shows.

\subsection{The real electrode beside the model}

For these numbers, at 1 MHz and above, series resistance is the largest of the neglected effects sized here. The others change the external current little up to 10 MHz. Drift and diffusion through the solved depletion field, with constant mobility and $p(0)=0$, changed the surface hole flux relative to $Y$ by $4.5\times10^{-4}$ at 1 MHz and $4.0\times10^{-3}$ at 10 MHz; the added lag at 1 MHz was $0.03^\circ$. At 100 MHz transit adds one to two degrees, which the last row of the table omits. These are lower estimates, because the product of mobility and peak field, $7.8\times10^6$ cm/s, is already near the saturation speed of holes. A finite transfer velocity of 1000 cm/s stores holes for about 1.5 ns in the 15 nm next to the surface and delays their transfer to the electrolyte by about $0.5^\circ$ at 1 MHz and $5^\circ$ at 10 MHz. The external current hardly shows this delay, since the stored holes have already crossed almost the whole layer. A $500\,\mu$m wafer with an ohmic back contact lowers $Y(0)$ from 0.5243 to 0.5239, with light reflected from the back ignored. At a steady 1 mA/cm$^2$ the peak hole density in the neutral region is 0.2 percent of the doping, and the ohmic drop is 2 mV. With assumed surface velocities of 1000 cm/s for transfer and 10 cm/s for recombination, the steady surface loss is 1 percent. The peak field, 0.017 MV/cm, is far below the rough breakdown value of 0.3 MV/cm.

Two inputs vary widely in practice. Absorption near the band edge depends on wavelength and temperature: changing $\alpha$ to 80 or $120\,\mathrm{cm^{-1}}$, all else fixed, moves the lag of $N$ at 1 MHz to $40.5^\circ$ or $38.7^\circ$. The lifetime of silicon can differ from $10\,\mu$s by orders of magnitude. At 1 ms, $L$ would be ten times larger and exceed the wafer thickness, and the static formula for a deep semiconductor would fail. At 1 MHz the diffusion distance $\ell$ is 14 $\mu$m, so the high-frequency phase is much less sensitive to the back contact.

The remaining numerical results are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
T 300 K; doping 1.0e+15 cm^-3; band bending 1.00 V
Hole mobility 450 cm2/Vs; diffusivity D 11.633 cm2/s
Lifetime 10.0 us; absorption 100 cm^-1; wafer 500 um
Relative permittivity 11.7; kT/q 25.852 mV
Debye length 129.3 nm; depletion width W 1.1224 um
Static diffusion length L 107.86 um
alpha L 1.0786; alpha W 0.01122 (dimensionless)
Corner 1/(2 pi tau) 15.92 kHz
Corner alpha^2 D/(2 pi) 18.52 kHz
Depletion part 0.01116 holes/photon
Static N 0.51311; static Y 0.52427 holes/photon
f (Hz) | w tau | |N| | lag N (deg) | |Y| | lag Y (deg) | RC lag (deg)
1e+03 | 0.06283 | 0.51293 | 0.87 | 0.52409 | 0.85 | 0.01
1e+04 | 0.6283 | 0.49744 | 8.07 | 0.50849 | 7.89 | 0.07
1e+05 | 6.283 | 0.31228 | 28.65 | 0.32212 | 27.70 | 0.66
1e+06 | 62.83 | 0.12219 | 39.57 | 0.13098 | 36.46 | 6.62
1e+07 | 628.3 | 0.04127 | 43.26 | 0.04999 | 34.46 | 49.23
1e+08 | 6283 | 0.01333 | 44.45 | 0.02268 | 24.29 | 85.07
At 1 MHz: Lw = 9.697 -9.544 i um
At 1 MHz: leading lag estimate for N 39.49 deg
Peak total lag 36.83 deg at 1.892 MHz
Peak law: 36.42 deg at 1.650 MHz
Test: largest relative error of N 2.5e-06
Test: relative profile error at 1 MHz 4.0e-06
Test: arrival-transform error 1.5e-14
Test: sink plane / W 1.0000000
Test: high-frequency lag 44.595 deg, law 44.595 deg
  at f 185.2 MHz
Strong absorption 1e+04 cm^-1, w tau 100: lag 3.50 deg
Full depletion solution vs Y at 1e+03 Hz: relative difference 8.3e-06
Full depletion solution vs Y at 1e+05 Hz: relative difference 4.8e-05
Full depletion solution vs Y at 1e+06 Hz: relative difference 4.5e-04
Full depletion solution vs Y at 1e+07 Hz: relative difference 4.0e-03
Extra lag of full depletion solution at 1 MHz 0.0255 deg
Series resistance 2.0 ohm cm2; capacitance 9.230 nF/cm2
RC time 18.46 ns; RC corner 8.62 MHz
Y with RC filter at 1 MHz: lag 43.08 deg
Finite wafer, ohmic back: static Y 0.52389 holes/photon
Finite wafer: lag of Y at 1 MHz 36.49 deg
Light reaching wafer back 0.67 percent
DC current 1.0 mA/cm2; photon flux 1.191e+16 cm^-2 s^-1
Peak hole density 2.01e+12 cm^-3; fraction of doping 2.01e-03
Transfer velocity 1000 cm/s; surface holes 6.24e+12 cm^-3
Surface recombination velocity 10 cm/s; loss 0.99 percent
Ohmic drop 2.00 mV
Absorption 80 cm^-1: lag N at 1 MHz 40.49 deg
Absorption 120 cm^-1: lag N at 1 MHz 38.69 deg
Peak field 0.0174 MV/cm; rough breakdown 0.30 MV/cm
\end{verbatim}
